**Two-current resistivity with spin mixing, tested against the Boltzmann equation**

The program tests ρ = [ρ_u ρ_d + ρ_m(ρ_u + ρ_d)] / (ρ_u + ρ_d + 4ρ_m), where ρ_u and ρ_d are the resistivities of the up and down spin channels and ρ_m is the spin-mixing resistivity. It solves the linearized Boltzmann equation for both spins on a grid of directions and asserts that the resistivity agrees with the formula for equal and unequal Fermi spheres. Symbolic algebra confirms the solution of the balance equations and the limits of parallel channels and complete mixing. Further assertions cover the Joule heat, isotropic flips that do not mix the channels, and the locked limit for unequal Fermi radii. For ρ_u = 12, ρ_d = 60 and ρ_m = 5 μΩ cm the output gives ρ = 11.74 μΩ cm, between the limits of 10 and 18 μΩ cm. The program also sizes several neglected effects, of which diffuse surface scattering in a 50 nm film is the largest for these parameters, at about 11 %. The parameters are round model values in the regime of a dilute iron alloy, not measured channel resistivities.

## Check in Python

```python
"""Two-current resistivity of a ferromagnetic metal with spin mixing.

Result under test:
    rho = (rho_u*rho_d + rho_m*(rho_u + rho_d)) / (rho_u + rho_d + 4*rho_m)
rho_u, rho_d : resistivities of the up and down spin channels
rho_m        : spin-mixing resistivity (current handed from spin to spin)
Limits at fixed rho_u, rho_d: parallel channels for rho_m -> 0, and
(rho_u + rho_d)/4 for rho_m -> infinity.
Independent road: the linearized Boltzmann equation for both spins, solved
on a grid of directions on the Fermi sphere with explicit scattering kernels.
SI units inside; 1 micro-ohm cm = 1e-8 ohm m.
"""
import numpy as np
import sympy as sp
from scipy.constants import e, hbar, m_e, k as k_B
from scipy.integrate import quad

MICRO_OHM_CM = 1e-8
NM = 1e-9

# Directions on the unit sphere; the weights add up to one.
mu, mu_weight = np.polynomial.legendre.leggauss(10)
n_phi = 20
phi_angle = 2 * np.pi * (np.arange(n_phi) + 0.5) / n_phi
MU, PHI = np.meshgrid(mu, phi_angle, indexing="ij")
SIN = np.sqrt(1 - MU**2)
DIRS = np.column_stack([(SIN * np.cos(PHI)).ravel(),
                        (SIN * np.sin(PHI)).ravel(), MU.ravel()])
WEIGHT = np.repeat(mu_weight / 2, n_phi) / n_phi
COSINE = DIRS @ DIRS.T
NZ = DIRS[:, 2]
N_DIR = len(NZ)


def two_current(rho_u, rho_d, rho_m):
    return ((rho_u * rho_d + rho_m * (rho_u + rho_d))
            / (rho_u + rho_d + 4 * rho_m))


def channel_data(radii):
    """Velocity and density of states per spin of free-electron spheres."""
    radii = np.asarray(radii, dtype=float)
    return hbar * radii / m_e, m_e * radii / (2 * np.pi**2 * hbar**2)


def constant(value):
    return lambda c: value + 0 * c


def collision_matrix(radii, w_uu, w_dd, w_ud, forward=0.0, shape=None):
    """forward: strength of spin flips that keep the direction of motion."""
    _, dos = channel_data(radii)
    shape = np.ones(N_DIR) if shape is None else shape
    kernels = [[w_uu, w_ud], [w_ud, w_dd]]
    blocks = np.zeros((2, 2, N_DIR, N_DIR))
    identity = np.eye(N_DIR)
    for s in range(2):
        for t in range(2):
            rate = dos[t] * kernels[s][t](COSINE) * np.outer(shape, shape)
            rate = rate * WEIGHT[None, :]
            blocks[s, s] += np.diag(rate.sum(axis=1))
            blocks[s, t] -= rate
            if s != t:
                blocks[s, s] += dos[t] * forward * identity
                blocks[s, t] -= dos[t] * forward * identity
    return blocks


def boltzmann_currents(radii, blocks):
    """Current densities of both spins in a field of 1 V/m."""
    velocity, dos = channel_data(radii)
    matrix = np.block([[blocks[0, 0], blocks[0, 1]],
                       [blocks[1, 0], blocks[1, 1]]])
    drive = np.concatenate([-e * velocity[0] * NZ, -e * velocity[1] * NZ])
    scale = np.abs(matrix).max()
    solution = np.linalg.lstsq(matrix / scale, drive / scale / e,
                               rcond=1e-12)[0] * e
    parts = solution.reshape(2, N_DIR)
    return np.array([-e * dos[s] * velocity[s] * np.sum(WEIGHT * NZ * parts[s])
                     for s in range(2)])


def resistivity_parameters(radii, w_uu, w_dd, w_ud, forward=0.0):
    """rho_u, rho_d, rho_m from angular averages of the kernels."""
    velocity, dos = channel_data(radii)

    def average(function):
        return quad(lambda c: function(c) / 2, -1, 1, epsabs=0)[0]

    size = abs(w_ud(0.3)) + abs(w_uu(0.3)) + abs(forward)
    flip = size * average(lambda c: w_ud(c) / size + 1) - size + forward
    flip_cos = size * (average(lambda c: c * w_ud(c) / size + 1) - 1) + forward
    rho_m = 3 * flip_cos / (e**2 * velocity[0] * velocity[1])
    result = []
    for s, w in enumerate((w_uu, w_dd)):
        keep = average(lambda c: w(c) * (1 - c))
        diagonal = 3 / (e * velocity[s])**2 * (keep + dos[1-s] / dos[s] * flip)
        result.append(diagonal - rho_m)
    return result[0], result[1], rho_m


# ---------------------------------------------------------------- algebra
a, b, x = sp.symbols("a b x", positive=True)
ju, jd = sp.symbols("ju jd")
sol = sp.solve([a * ju + x * (ju - jd) - 1, b * jd + x * (jd - ju) - 1],
               [ju, jd], dict=True)[0]
rho_sym = sp.simplify(1 / (sol[ju] + sol[jd]))
assert sp.simplify(rho_sym - two_current(a, b, x)) == 0
assert sp.simplify(sp.limit(rho_sym, x, 0) - a * b / (a + b)) == 0
assert sp.simplify(sp.limit(rho_sym, x, sp.oo) - (a + b) / 4) == 0
assert sp.simplify(rho_sym - (a + b) / 4
                   + (a - b)**2 / (4 * (a + b + 4 * x))) == 0
assert sp.simplify(sp.diff(rho_sym, x)
                   - (a - b)**2 / (a + b + 4 * x)**2) == 0

# ---------------------------------------------------------- example inputs
rho_u, rho_d, rho_m = 12.0, 60.0, 5.0            # micro-ohm cm
k_fermi = 10.0 / NM                              # rough free-electron radius
thickness, width, length = 50.0, 1000.0, 10000.0  # nm
temperature = 300.0                              # K
internal_field = 2.0                             # T, rough
admixture = 0.01                                 # rough spin-orbit admixture
equal = (k_fermi, k_fermi)
v_f, dos_f = (item[0] for item in channel_data(equal))
unit = MICRO_OHM_CM * e**2 * v_f**2 / 3          # kernel per micro-ohm cm
none = constant(0.0)

rho = two_current(rho_u, rho_d, rho_m)
rho_parallel = rho_u * rho_d / (rho_u + rho_d)
rho_complete = (rho_u + rho_d) / 4
share_u = (rho_d + 2 * rho_m) / (rho_u + rho_d + 4 * rho_m)

# ------------------------- example with a smooth, forward-leaning flip kernel
flip_kernel = lambda c: 1.5 * rho_m * unit * (1 + c)**2
keep_u = constant((rho_u - rho_m) * unit)
keep_d = constant((rho_d - rho_m) * unit)
params = np.array(resistivity_parameters(equal, keep_u, keep_d, flip_kernel))
assert np.allclose(params / MICRO_OHM_CM, [rho_u, rho_d, rho_m], rtol=1e-8)
currents = boltzmann_currents(
    equal, collision_matrix(equal, keep_u, keep_d, flip_kernel))
rho_boltzmann = 1 / currents.sum() / MICRO_OHM_CM
assert abs(rho_boltzmann / rho - 1) < 1e-8
assert abs(currents[0] / currents.sum() - share_u) < 1e-8
heat_parts = params * np.array([currents[0]**2, currents[1]**2,
                                (currents[0] - currents[1])**2])
assert abs(heat_parts.sum() / currents.sum() - 1) < 1e-8
heat_share = heat_parts / heat_parts.sum()

# -------------------------- unequal channels and angle-dependent scattering
unequal = (1.15 * k_fermi, 0.85 * k_fermi)
general = (lambda c: unit * (9 + 4 * c + 3 * c**2),
           lambda c: unit * (40 - 10 * c + 5 * c**3),
           lambda c: unit * (6 + 5 * c))
p_general = resistivity_parameters(unequal, *general)
j_general = boltzmann_currents(unequal, collision_matrix(unequal, *general))
assert abs(two_current(*p_general) * j_general.sum() - 1) < 1e-8

# ---------------- isotropic flips raise both channels but do not mix them
iso = 20.0
j_iso = boltzmann_currents(equal, collision_matrix(
    equal, constant(rho_u * unit), constant(rho_d * unit),
    constant(iso * unit)))
rho_iso = 1 / j_iso.sum() / MICRO_OHM_CM
assert abs(rho_iso / two_current(rho_u + iso, rho_d + iso, 0) - 1) < 1e-8
assert abs(j_iso[0] / j_iso[1] / ((rho_d + iso) / (rho_u + iso)) - 1) < 1e-8


# ------------------------------ direction-preserving flips of any strength
def forward_flip_resistivity(radii, mixing):
    velocity, _ = channel_data(radii)
    to_kernel = MICRO_OHM_CM * e**2 / 3
    blocks = collision_matrix(
        radii, constant(rho_u * to_kernel * velocity[0]**2),
        constant(rho_d * to_kernel * velocity[1]**2), none,
        forward=mixing * to_kernel * velocity[0] * velocity[1])
    current = boltzmann_currents(radii, blocks)
    return 1 / current.sum() / MICRO_OHM_CM, current[0] / current.sum()


halfway = (rho_u + rho_d) / 4
table = []
for mixing in (0.0, 1.0, rho_m, halfway, 100.0):
    solved, solved_share = forward_flip_resistivity(equal, mixing)
    assert abs(solved / two_current(rho_u, rho_d, mixing) - 1) < 1e-7
    table.append((mixing, solved, solved_share))
assert abs(table[0][1] / rho_parallel - 1) < 1e-7
assert abs(table[3][1] - (rho_parallel + rho_complete) / 2) < 1e-6
# The remainder of the limit falls as 1/mixing; 1e5 leaves about 1e-4.
strong, strong_share = forward_flip_resistivity(equal, 1e5)
assert abs(strong / rho_complete - 1) < 2e-4
assert abs(strong_share - 0.5) < 2e-4

# ----------------------------------- neglected effect: unequal Fermi radii
split = (1.05 * k_fermi, 0.95 * k_fermi)
rho_split, _ = forward_flip_resistivity(split, rho_m)
locked, locked_share = forward_flip_resistivity(split, 1e5)
p_u = split[0]**2 / (split[0]**2 + split[1]**2)
rho_locked = p_u**2 * rho_u + (1 - p_u)**2 * rho_d
assert abs(locked / rho_locked - 1) < 5e-4
assert abs(locked_share - p_u) < 5e-4

# ------------------- neglected effect: scattering that depends on direction
cubic = 1 + 0.5 * (5 * np.sum(DIRS**4, axis=1) - 3) / 2
blocks = collision_matrix(equal, keep_u, keep_d, flip_kernel, shape=cubic)
projected = np.array([[np.sum(WEIGHT * NZ * (blocks[s, t] @ NZ))
                       for t in range(2)] for s in range(2)])
r_matrix = 9 * projected / (e**2 * dos_f * v_f**2)
assert abs(r_matrix[0, 1] / r_matrix[1, 0] - 1) < 1e-8
mix_trial = -r_matrix[0, 1]
rho_trial = two_current(r_matrix[0, 0] - mix_trial,
                        r_matrix[1, 1] - mix_trial, mix_trial) / MICRO_OHM_CM
rho_cubic = 1 / boltzmann_currents(equal, blocks).sum() / MICRO_OHM_CM
assert rho_cubic < rho_trial
cubic_error = 100 * (rho_trial / rho_cubic - 1)


# ------------------------------- neglected effect: diffuse film surfaces
def mean_free_path(rho_channel):
    return 3 / (rho_channel * MICRO_OHM_CM * e**2 * dos_f * v_f) / NM


def film_factor(path):
    """Film over bulk conductivity of one channel, diffuse surfaces."""
    loss = quad(lambda u: (u - u**3) * (1 - np.exp(-thickness / (path * u))),
                0, 1)[0]
    return 1 - 1.5 * path / thickness * loss


path_u, path_d = mean_free_path(rho_u), mean_free_path(rho_d)
node, node_weight = np.polynomial.legendre.leggauss(400)
node, node_weight = (node + 1) / 2, node_weight / 2
depth, slope = np.meshgrid(node * thickness, node, indexing="ij")
local = 1.5 * (1 - slope**2) * (1 - np.exp(-depth / (path_u * slope)))
direct_factor = node_weight @ local @ node_weight
assert abs(direct_factor - film_factor(path_u)) < 1e-4
rho_film = two_current(rho_u / film_factor(path_u),
                       rho_d / film_factor(path_d), rho_m)

# ----------------------------------------------- other neglected effects
rho_orbit = two_current(rho_u + admixture * rho_d,
                        rho_d - admixture * rho_d, rho_m)
density = k_fermi**3 / (6 * np.pi**2)
deflection = internal_field / (rho_u * MICRO_OHM_CM * density * e)
fermi_energy = (hbar * k_fermi)**2 / (2 * m_e) / e
smearing = (k_B * temperature / e / fermi_energy)**2
resistance = rho * MICRO_OHM_CM * length / (thickness * width * NM)

# ------------------------------------------------------------------ output
U = "micro-ohm cm"
print(f"Input rho_u, rho_d, rho_m: {rho_u:.1f}, {rho_d:.1f}, {rho_m:.1f} {U}")
print(f"Resistivity from the formula: {rho:.3f} {U}")
print(f"Resistivity from the Boltzmann solution: {rho_boltzmann:.3f} {U}")
print(f"Parallel-channel limit: {rho_parallel:.3f} {U}")
print(f"Complete-mixing limit: {rho_complete:.3f} {U}")
print(f"Share of current in up channel: {share_u:.4f}")
print(f"Share of current in down channel: {1 - share_u:.4f}")
print("Heat shares (up, down, mixing): "
      + ", ".join(f"{h:.4f}" for h in heat_share))
print("Boltzmann solution against mixing, rho_u and rho_d fixed:")
for mixing, solved, solved_share in table:
    print(f"  rho_m = {mixing:.1f} {U}: rho = {solved:.3f} {U},"
          f" up share = {solved_share:.4f}")
print(f"  rho_m = 1e5 {U}: rho = {strong:.3f} {U},"
      f" up share = {strong_share:.4f}")
print(f"Isotropic flips adding {iso:.1f} {U} to each channel:"
      f" rho = {rho_iso:.3f} {U}")
print(f"Line thickness, width, length: {thickness:.0f}, {width:.0f},"
      f" {length:.0f} nm")
print(f"Line resistance without surface scattering: {resistance:.2f} ohm")
print("Sizes of neglected effects:")
print(f"  Fermi radius used (rough): {k_fermi * NM:.1f} 1/nm")
print(f"  Mean free paths up, down: {path_u:.1f}, {path_d:.1f} nm")
print(f"  Film conductivity factors up, down: {film_factor(path_u):.3f},"
      f" {film_factor(path_d):.3f}")
print(f"  Diffuse surfaces, estimate: rho = {rho_film:.2f} {U}"
      f" ({100 * (rho_film / rho - 1):+.1f} %)")
print(f"  Fermi radii up, down: {split[0] * NM:.2f}, {split[1] * NM:.2f} 1/nm")
print(f"  Unequal radii, same rho_m: rho = {rho_split:.2f} {U}"
      f" ({100 * (rho_split / rho - 1):+.1f} %)")
print(f"  Unequal radii, locked limit: rho = {rho_locked:.2f} {U},"
      f" up share = {p_u:.4f}")
print(f"  Direction factor of scattering, grid min and max:"
      f" {cubic.min():.2f}, {cubic.max():.2f}")
print(f"  Direction-dependent scattering: rigid-shift rho = {rho_trial:.3f},"
      f" solved rho = {rho_cubic:.3f} {U}")
print(f"  Rigid-shift excess over solved value: {cubic_error:.2f} %")
print(f"  Spin-orbit admixture {admixture:.2f} (rough): rho = {rho_orbit:.2f}"
      f" {U} ({100 * (rho_orbit / rho - 1):+.1f} %)")
print(f"  Internal field (rough): {internal_field:.1f} T")
print(f"  Deflection angle of up electrons between collisions:"
      f" {deflection:.4f} rad")
print(f"  Temperature: {temperature:.0f} K; Fermi energy:"
      f" {fermi_energy:.2f} eV")
print(f"  Thermal smearing (kT/E_F)^2: {smearing:.1e}")
print("all tests passed")
```

Printed output:

```
Input rho_u, rho_d, rho_m: 12.0, 60.0, 5.0 micro-ohm cm
Resistivity from the formula: 11.739 micro-ohm cm
Resistivity from the Boltzmann solution: 11.739 micro-ohm cm
Parallel-channel limit: 10.000 micro-ohm cm
Complete-mixing limit: 18.000 micro-ohm cm
Share of current in up channel: 0.7609
Share of current in down channel: 0.2391
Heat shares (up, down, mixing): 0.5918, 0.2923, 0.1159
Boltzmann solution against mixing, rho_u and rho_d fixed:
  rho_m = 0.0 micro-ohm cm: rho = 10.000 micro-ohm cm, up share = 0.8333
  rho_m = 1.0 micro-ohm cm: rho = 10.421 micro-ohm cm, up share = 0.8158
  rho_m = 5.0 micro-ohm cm: rho = 11.739 micro-ohm cm, up share = 0.7609
  rho_m = 18.0 micro-ohm cm: rho = 14.000 micro-ohm cm, up share = 0.6667
  rho_m = 100.0 micro-ohm cm: rho = 16.780 micro-ohm cm, up share = 0.5508
  rho_m = 1e5 micro-ohm cm: rho = 17.999 micro-ohm cm, up share = 0.5001
Isotropic flips adding 20.0 micro-ohm cm to each channel: rho = 22.857 micro-ohm cm
Line thickness, width, length: 50, 1000, 10000 nm
Line resistance without surface scattering: 23.48 ohm
Sizes of neglected effects:
  Fermi radius used (rough): 10.0 1/nm
  Mean free paths up, down: 20.3, 4.1 nm
  Film conductivity factors up, down: 0.851, 0.970
  Diffuse surfaces, estimate: rho = 13.05 micro-ohm cm (+11.2 %)
  Fermi radii up, down: 10.50, 9.50 1/nm
  Unequal radii, same rho_m: rho = 11.27 micro-ohm cm (-4.0 %)
  Unequal radii, locked limit: rho = 15.79 micro-ohm cm, up share = 0.5499
  Direction factor of scattering, grid min and max: 0.70, 1.39
  Direction-dependent scattering: rigid-shift rho = 11.739, solved rho = 11.285 micro-ohm cm
  Rigid-shift excess over solved value: 4.03 %
  Spin-orbit admixture 0.01 (rough): rho = 12.05 micro-ohm cm (+2.6 %)
  Internal field (rough): 2.0 T
  Deflection angle of up electrons between collisions: 0.0062 rad
  Temperature: 300 K; Fermi energy: 3.81 eV
  Thermal smearing (kT/E_F)^2: 4.6e-05
all tests passed
```
